# Crossings of Charge-State Parabolas with Unequal Curvatures

A trap in an oxide near a silicon interface can exchange an electron with the silicon. In a nonradiative multiphonon transition, lattice vibrations take up the released energy or supply the required energy. In the classical picture, the charge state changes where the total energies of the two states are equal. This problem asks how many such configurations exist and where they lie.

**The model.** The lattice distortion is described by one mass-weighted coordinate $x$, and both energy curves are harmonic:

$$V_1(x)=c_1x^2,\qquad V_2(x)=c_2(x-d)^2+\Delta E,\qquad c_1,c_2>0.$$

The origin of $x$ and the zero of energy are at the minimum of state 1. The axis is directed so that the minimum of state 2 lies at $d\ge 0$. In a mass-weighted coordinate the potential energy of an oscillator is $\omega^2x^2/2$, so $c_i=\omega_i^2/2$. The state with the larger $c_i$ is called the stiffer one, the other the softer one.

For electron capture, state 1 is the empty trap plus a free electron of energy $\varepsilon$, and state 2 is the occupied trap. If $E_T$ denotes the energy of the relaxed occupied trap minus that of the relaxed empty trap, then $\Delta E=E_T-\varepsilon$. A bias that shifts the trap level relative to the carrier energy therefore changes $\Delta E$.

The electronic coupling between the states is left out of the curves. Two energies will be useful:

$$S_1=c_1d^2,\qquad S_2=c_2d^2.$$

$S_1$ is the energy of state 1, above its own minimum, when the lattice sits at the minimum of state 2. $S_2$ is the same with the states exchanged.

## (a) How many common points are there?

*For $c_1\ne c_2$, find the condition for zero, one or two common points. Decide whether the curves really cross at each of them.*

**Solution.** Let $a=c_1-c_2$, and let $G=V_1-V_2$ be the energy gap between the curves. Expanding the square in $V_2$ gives

$$G(x)=ax^2+2c_2d\,x-(c_2d^2+\Delta E).$$

Common points satisfy $G=0$. Multiplying by $a\neq0$ and adding and subtracting $c_2^2d^2$ completes the square:

$$aG(x)=(ax+c_2d)^2-D,\qquad D=c_2^2d^2+a(c_2d^2+\Delta E).$$

Inserting $a=c_1-c_2$ in the term $ac_2d^2=c_1c_2d^2-c_2^2d^2$ cancels $c_2^2d^2$, so that

$$D=c_1c_2d^2+(c_1-c_2)\Delta E.$$

The condition for a common point is $(ax+c_2d)^2=D$. Hence there are two real solutions for $D>0$, one for $D=0$ and none for $D<0$.

The case $D=0$ needs care. There $G=(ax+c_2d)^2/a$, which has the sign of $a$ on both sides of its zero. The curves touch, but they do not exchange their order. With unequal curvatures, a single common point is therefore a tangency and not a true crossing. The reason is visible at large $|x|$: the stiffer parabola is the higher one at both ends, so the order of the curves must change an even number of times.

## (b) Where are the crossings?

*For $D>0$, find both positions in a form suited to nearly equal curvatures. Determine which crossing has the lower energy, and find the difference of slopes at each.*

**Solution.** With $s=\sqrt D$, the roots obey $ax+c_2d=\pm s$. Name them

$$x_{\rm low}=\frac{s-c_2d}{a},\qquad x_{\rm up}=-\frac{s+c_2d}{a}.$$

When $a$ is small, the numerator of the first root is a small difference of two nearly equal numbers. To remove it, multiply numerator and denominator by $s+c_2d$ and use $s^2-c_2^2d^2=a(c_2d^2+\Delta E)$, which is the first form of $D$. The factor $a$ cancels:

$$x_{\rm low}=\frac{c_2d^2+\Delta E}{c_2d+s}.$$

At a crossing the common energy is $c_1x^2$, so the root closer to $x=0$ is the lower one. Since $s$ and $c_2d$ are not negative,

$$|a\,x_{\rm low}|=|s-c_2d|\le s+c_2d=|a\,x_{\rm up}|.$$

This justifies the names. For $D>0$ the two energies are equal only if $d=0$.

The slope difference is $G'(x)=2(ax+c_2d)$. It equals $+2s$ at $x_{\rm low}$ and $-2s$ at $x_{\rm up}$. Both are nonzero for $D>0$, so both points are true crossings. As $D\to0$ the slopes become equal and the two crossings merge.

## (c) What is the threshold in energy?

*Express the condition $D>0$ through the heights of the minima, and then through the carrier energy.*

**Solution.** The condition is $(c_1-c_2)\Delta E>-c_1c_2d^2$. Dividing by $c_1-c_2$ reverses the inequality if this factor is negative. With

$$\Delta E_t=-\frac{c_1c_2d^2}{c_1-c_2},$$

two crossings exist for $\Delta E>\Delta E_t$ if $c_1>c_2$, and for $\Delta E<\Delta E_t$ if $c_1<c_2$.

Both cases say the same thing. The height of the stiffer minimum above the softer one is $-\Delta E$ in the first case and $+\Delta E$ in the second. Crossings exist as long as this height is below

$$H=\frac{c_1c_2d^2}{|c_1-c_2|}.$$

Above $H$ the whole stiffer parabola lies over the softer one. If the stiffer minimum is level with the softer one or below it, there are two crossings for any $d>0$.

For electron capture, $\Delta E=E_T-\varepsilon$. If the empty trap is stiffer, crossings require $\varepsilon<E_T+H$. If the occupied trap is stiffer, they require $\varepsilon>E_T-H$.

At threshold $s=0$, and for $d>0$ the curves touch at

$$x_t=-\frac{c_2d}{c_1-c_2},\qquad V_1(x_t)=\frac{c_1c_2^2d^2}{(c_1-c_2)^2}=\frac{S_1S_2^2}{(S_1-S_2)^2}.$$

The last form follows on multiplying numerator and denominator by $d^4$.

## (d) On which side of the minima do they lie?

*Let $d>0$ and $D>0$. Locate both crossings relative to the two minima.*

**Solution.** Take the upper crossing first. If $c_1>c_2$, its formula gives $x_{\rm up}<0$. If $c_1<c_2$,

$$x_{\rm up}=\frac{c_2d+s}{c_2-c_1}>\frac{c_2d}{c_2-c_1}>d.$$

In both cases the upper crossing lies beyond the stiffer minimum, on the side away from the softer one.

For the lower crossing, differentiate $G(x_{\rm low})=0$ with respect to $\Delta E$ at fixed $c_1$, $c_2$ and $d$. This gives $2(ax_{\rm low}+c_2d)\,dx_{\rm low}/d\Delta E-1=0$, and therefore

$$\frac{dx_{\rm low}}{d\Delta E}=\frac1{2s}>0.$$

The lower crossing moves steadily to the right as $\Delta E$ grows. It passes the two minima at these values:

- At $\Delta E=-S_2$, $D=c_1c_2d^2-(c_1-c_2)c_2d^2=c_2^2d^2>0$, and the numerator of $x_{\rm low}$ vanishes. Hence $x_{\rm low}=0$.
- At $\Delta E=S_1$, $D=c_1c_2d^2+(c_1-c_2)c_1d^2=c_1^2d^2$, so $s=c_1d$. Hence $x_{\rm low}=(c_2+c_1)d^2/[(c_2+c_1)d]=d$.

Because $D$ is linear in $\Delta E$ and positive at both values, it is positive between them. The lower crossing thus lies between the minima if and only if

$$-S_2<\Delta E<S_1.$$

Suppose now that $c_1>c_2$. For $\Delta E_t<\Delta E<-S_2$, both crossings lie at $x<0$, beyond the stiffer minimum. This window exists because $H=S_2c_1/(c_1-c_2)>S_2$. So the crossings do not disappear as soon as the stiffer minimum rises above the softer curve; they first move to the same side. For $\Delta E>S_1$, the lower crossing lies beyond the softer minimum and the upper one beyond the stiffer minimum. The case $c_1<c_2$ follows by exchanging the states.

## (e) What are the classical barriers?

*For $d>0$, express the barriers from both minima to the lower crossing through $S_1$, $S_2$ and $\Delta E$.*

**Solution.** Define $R=sd$. Multiplying $D$ by $d^2$ gives

$$R^2=S_1S_2+(S_1-S_2)\Delta E.$$

Multiplying numerator and denominator of $x_{\rm low}$ by $d$ gives $x_{\rm low}=d(S_2+\Delta E)/(S_2+R)$. The barrier from state 1 is $c_1x_{\rm low}^2$:

$$\varepsilon_{12}=\frac{S_1(S_2+\Delta E)^2}{(S_2+R)^2}.$$

The reverse barrier is $\varepsilon_{21}=c_2(d-x_{\rm low})^2$. It follows from the first without new algebra. Exchanging the names of the states and reflecting the axis replaces $S_1\leftrightarrow S_2$ and $\Delta E\to-\Delta E$. The quantity $R^2$ is unchanged, and the lower crossing remains the lower one, so

$$\varepsilon_{21}=\frac{S_2(S_1-\Delta E)^2}{(S_1+R)^2}.$$

Both barriers end at the same energy, hence $\varepsilon_{12}-\varepsilon_{21}=\Delta E$.

The barrier from state 1 vanishes at $\Delta E=-S_2$, where curve 2 passes through minimum 1. Its derivative, from part (d), is

$$\frac{d\varepsilon_{12}}{d\Delta E}=2c_1x_{\rm low}\frac{1}{2s}=\frac{c_1x_{\rm low}}{s}.$$

For $\Delta E<-S_2$ we have $x_{\rm low}<0$, so lowering state 2 further raises the barrier again. If $c_1>c_2$, this rise ends at the finite value $V_1(x_t)$, but with a slope that diverges as $s\to0$. Close to the threshold the barrier is therefore very sensitive to $\Delta E$.

These are barriers of the uncoupled curves. An electronic coupling opens a gap at the crossing. If the lower crossing lies between the minima, a weak coupling leaves both minima on the lower of the two resulting curves, with a barrier between them. To first order, the barrier is reduced by at most the coupling energy, which is half the gap opened at the crossing. The reduction is smaller if the slopes of the two curves there differ strongly in size. The uncoupled value is a good approximation if the coupling is small compared with both barriers, $\varepsilon_{12}$ and $\varepsilon_{21}$. If the lower crossing lies outside the minima, a weak coupling leaves the two minima on different curves. The transition then requires a jump between the curves, and the classical barrier is only the energy needed to reach the crossing.

## (f) What happens for equal curvatures or coincident minima?

*Treat $c_1=c_2$ and $d=0$, and explain where the second crossing goes as the curvatures become equal.*

**Solution.** For $c_1=c_2=c$ the quadratic term in $G$ is absent. With $d>0$ and $S=cd^2$, the remaining linear equation $2cd\,x=cd^2+\Delta E$ gives one true crossing:

$$x=\frac{(S+\Delta E)d}{2S},\qquad \varepsilon_{12}=c x^2=\frac{(S+\Delta E)^2}{4S}.$$

The general formula for $x_{\rm low}$ has this limit, since $s\to cd$. In the same limit

$$x_{\rm up}\simeq-\frac{2cd}{c_1-c_2},$$

so the second crossing moves to infinity, to the left if $c_1$ approaches $c_2$ from above and to the right if from below.

If $d=0$ and the curvatures differ, then $(c_1-c_2)x^2=\Delta E$. There are two crossings at $x=\pm\sqrt{\Delta E/(c_1-c_2)}$ if the ratio is positive, none if it is negative, and a tangency at the common minimum if $\Delta E=0$. If both $d=0$ and $c_1=c_2$, the curves never meet for $\Delta E\ne0$ and coincide for $\Delta E=0$.

## (g) A model trap in numbers

*Take phonon energies $\hbar\omega_1=60$ meV and $\hbar\omega_2=40$ meV and a displacement $d=2.5$ amu$^{1/2}$ Å. Follow the crossings as $\Delta E$ is lowered.*

**Solution.** These are round model parameters, not those of a particular defect. Positions below are in amu$^{1/2}$ Å. From $c_i=\omega_i^2/2$,

$$c_1=0.43061,\qquad c_2=0.19138\ \text{eV/(amu Å}^2).$$

Multiplication by $d^2=6.25$ amu Å$^2$ gives $S_1=2.691$ eV and $S_2=1.196$ eV. State 1 is stiffer, and the threshold is

$$\Delta E_t=-\frac{S_1S_2}{S_1-S_2}=-\frac{2.691\times1.196}{2.691-1.196}\ \text{eV}=-2.153\ \text{eV},$$

or $-0.0791$ hartree. The touching point is $x_t=-2.00$, at 1.722 eV above minimum 1.

**Crossing between the minima.** For $\Delta E=0.5$ eV, $D=0.63467$ and $s=0.7967$, both in the units set by eV and amu$^{1/2}$ Å. Then

$$x_{\rm low}=\frac{1.196+0.500}{0.4785+0.7967}=1.330,\qquad x_{\rm up}=-\frac{0.4785+0.7967}{0.2392}=-5.33.$$

The barriers are $\varepsilon_{12}=0.762$ eV and $\varepsilon_{21}=0.262$ eV, which differ by $\Delta E$ as they must. The upper crossing lies 12.2 eV above minimum 1. A harmonic curve fitted near a minimum gives no assurance about energies so far away, so this second crossing is a property of the model and need not exist in a real defect.

**Both crossings on one side.** For $\Delta E=-1.5$ eV, which lies between $\Delta E_t$ and $-S_2$, the crossings are at $-0.348$ and $-3.652$. Both are to the left of the stiffer minimum. The barrier from state 1 is only 0.052 eV, while the reverse barrier is 1.552 eV. The barriers in this part are classical and should not be read as activation energies at room temperature, where $kT\approx26$ meV is below both phonon energies. The value 0.052 eV is even smaller than one phonon of state 1.

**Near the tangency.** At 0.01 eV above the threshold, the crossings are at $-1.796$ and $-2.204$, with energies of 1.388 and 2.093 eV above minimum 1. The lower one is still 0.334 eV below the touching energy, although $\Delta E$ is only 0.01 eV from its threshold value. This is the steep variation found in part (e). At 0.01 eV below the threshold there is no crossing.

**Nearly equal curvatures.** Keep $c_2$ and $d$ fixed and take $\Delta E=0.5$ eV. For $c_1/c_2=1.10$ the crossings are at 1.714 and $-51.7$; for 1.01 they are at 1.766 and $-502$; for 0.99 they are at 1.779 and $+498$. The lower crossing passes smoothly through the equal-curvature value 1.773, while the upper one leaves on one side and returns from the other.

## (h) Does the absence of a crossing forbid the transition?

*For $\Delta E=-2.51$ eV, examine the vibrational overlap of the ground level of state 1 with the level of state 2 at the same energy.*

**Solution.** This $\Delta E$ lies below the threshold, so there is no real crossing. Measured from minimum 2, the ground level of state 1 has the energy $2.510+0.030=2.540$ eV. The levels of state 2 are at $0.040\,(n+\tfrac12)$ eV, and $n=63$ gives the same 2.540 eV.

With $\ell_i^2=\hbar\omega_i/(2c_i)$ and $y=(x-d)/\ell_2$, the normalized oscillator functions are

$$\chi_0^{(1)}=\frac{e^{-x^2/(2\ell_1^2)}}{(\pi\ell_1^2)^{1/4}},\qquad
\chi_n^{(2)}=\frac{H_n(y)\,e^{-y^2/2}}{(\pi\ell_2^2)^{1/4}\sqrt{2^n n!}},$$

where $H_n$ is a Hermite polynomial. Numerical integration of their product gives

$$\left|\int_{-\infty}^{\infty}\chi_0^{(1)}\chi_{63}^{(2)}\,dx\right|^2=2.3\times10^{-15}.$$

The overlap is extremely small, but it is not zero. Its size is particular to these parameters: the overlap integral oscillates with the displacement, changing sign near $d=2.51$ amu$^{1/2}$ Å, and its size varies steeply with $d$. The squared overlap is $6\times10^{-17}$ at $d=2.4$ and $1.5\times10^{-11}$ at $d=2.6$, with no crossing in either case. The number should therefore not be taken as typical of transitions without a crossing. The condition $D<0$ removes the classical crossing point; it is not a quantum selection rule. The number is not a transition rate, which also requires the electronic coupling, the broadening of the levels and the thermal population of higher vibrational levels.

The count of crossings also rests on a single coordinate and harmonic curves. Anharmonic terms can change it. They may remove a distant upper crossing, and near $D=0$ even a small change of either curve can decide between two crossings and none.

## Values computed for the example and the checks

```
x and d in amu^(1/2) Angstrom; energies in eV
phonon energies 1, 2: 60, 40 meV
d = 2.50
c1, c2 = 0.43061, 0.19138 eV/(amu Angstrom^2)
S1, S2 = 2.6913, 1.1961 eV
threshold dE_t = -2.1530 eV = -0.07912 hartree
touching point x_t = -2.0000
energy at touch above minimum 1 = 1.7224 eV
dE = 0.5000 eV: D = 0.63467 eV^2/(amu A^2), crossings 2
  x_low = 1.3302, x_up = -5.3302
  lower barriers 1->2, 2->1: 0.7619, 0.2619 eV
  upper crossing above minimum 1: 12.2338 eV
dE = -1.5000 eV: D = 0.15622 eV^2/(amu A^2), crossings 2
  x_low = -0.3478, x_up = -3.6522
  lower barriers 1->2, 2->1: 0.0521, 1.5521 eV
  upper crossing above minimum 1: 5.7437 eV
dE = -2.1430 eV: D = 0.00239 eV^2/(amu A^2), crossings 2
  x_low = -1.7955, x_up = -2.2045
  lower barriers 1->2, 2->1: 1.3883, 3.5313 eV
  upper crossing above minimum 1: 2.0926 eV
dE = -2.1630 eV: D = -0.00239 eV^2/(amu A^2), crossings 0
dE = -2.5100 eV: D = -0.08540 eV^2/(amu A^2), crossings 0
Approach to equal curvatures, c2 fixed, dE = 0.50 eV
  c1/c2 = 1.50: x_low = 1.5365, x_up = -11.54
  c1/c2 = 1.10: x_low = 1.7138, x_up = -51.71
  c1/c2 = 1.01: x_low = 1.7663, x_up = -501.77
  c1/c2 = 0.99: x_low = 1.7788, x_up = 498.22
  c1/c2 = 1: single x = 1.7725
No crossing, dE = -2.51 eV: resonant state-2 level n = 63
  squared overlap with state-1 ground level = 2.271e-15
Random tests: 240 with two crossings, 60 with none
```
